# Longitudinal and transverse acoustic coupling in an ellipsoidal valley

In a model valley with deformation constants \(\Xi_d=-2\) eV and \(\Xi_u=10\) eV, a longitudinal acoustic wave travelling at 63.4° to the valley axis does not scatter electrons at all to leading order, while a transverse wave in the same direction couples with 4.0 eV. Averaged over elastic collisions, transverse phonons provide 65% of the scattering rate. In the elastically isotropic medium of this model, a potential proportional to the volume change alone would give them none, because a purely transverse wave has no volume change. Both facts follow from the tensor form of the valley's response to strain.

## Scope and conventions

The unit vector \(\mathbf a\) is the valley axis, \(\mathbf q=q\hat{\mathbf q}\) the phonon wavevector, and \(\theta\) the angle between them. Each valley uses its own \(\mathbf a\). One Fourier component of the displacement is

\[
\mathbf u(\mathbf r)=U\,\mathbf e\,e^{i\mathbf q\cdot\mathbf r},\qquad |\mathbf e|=1,
\]

with \(\mathbf e\) real. The coupling \(D\), an energy, is defined by the matrix element \(iqUD\) for scattering that adds \(\mathbf q\) to the electron wavevector. Electron wavevectors \(\mathbf K\) are measured from the valley bottom \(\mathbf k_0\).

The valley is nondegenerate, the scattering stays within it, and the result is of leading order in \(q\) and \(\mathbf K\). Screening is left out, as is the piezoelectric coupling present in III-V crystals. Spin-orbit coupling is also ignored; on a zinc-blende Δ line it lets strain split the spin pair linearly, a small term not contained in the tensor below. Energies enter the SI formulas in joules; the numerical values of \(D\) are quoted in eV.

## The tensor allowed by symmetry

For small homogeneous strain \(\varepsilon_{ij}\), the valley edge moves linearly:

\[
\delta E=\sum_{ij}\Xi_{ij}\varepsilon_{ij},\qquad \Xi_{ij}=\Xi_{ji}.
\]

A symmetry operation \(R\) that maps the valley onto itself cannot change this response, so \(R\,\Xi R^{T}=\Xi\), or \(R\,\Xi=\Xi R\).

Take a Δ valley of silicon, with a fourfold axis, or an L valley, with a threefold axis. Since \(R\mathbf a=\mathbf a\), we have \(R(\Xi\mathbf a)=\Xi\mathbf a\). The vector \(\Xi\mathbf a\) is unchanged by the rotation and must lie along \(\mathbf a\). Thus \(\mathbf a\) is an eigenvector, and the other two eigenvectors lie in the perpendicular plane. Rotating one of these by 90° or 120° gives an independent vector with the same eigenvalue, so the two perpendicular eigenvalues are equal. Call their value \(\Xi_d\), and the eigenvalue along \(\mathbf a\) \(\Xi_d+\Xi_u\). Then

\[
\Xi_{ij}=\Xi_d\delta_{ij}+\Xi_u a_i a_j. \tag{1}
\]

This is the Herring–Vogt form. For a nondegenerate minimum at the X point of zinc blende, the twofold rotation about \(\mathbf a\) makes \(\Xi\mathbf a\) parallel to \(\mathbf a\), and the fourfold rotation-reflection makes the perpendicular eigenvalues equal, so (1) holds again.

For a zinc-blende minimum on the Δ line away from X, time reversal is needed as well. The spatial operations that keep \(\mathbf k_0\) fixed are a twofold rotation and two mirror planes. Taken alone, they would allow different eigenvalues along \([110]\) and \([1\bar10]\) when \(\mathbf a=[001]\), that is, an additional term in \(\varepsilon_{xy}\). But the fourfold rotation-reflection takes \(\mathbf k_0\) to \(-\mathbf k_0\) and \(\varepsilon_{xy}\) to \(-\varepsilon_{xy}\), while time reversal makes the energies at \(\mathbf k_0\) and \(-\mathbf k_0\) equal in the same strained crystal. The coefficient of \(\varepsilon_{xy}\) therefore equals its own negative and vanishes, so (1) holds here too.

Group averaging of a test tensor confirms the first three cases. For the zinc-blende Δ line the program averages over the four spatial operations only, and the nonzero remainder it prints is the part that time reversal removes.

## From homogeneous strain to a phonon

The displacement gradient contains a strain and a local rotation. A rotation turns the crystal and its valley together without changing the edge energy. It does change the direction of \(\mathbf k_0\) in laboratory coordinates, which needs care because \(\mathbf k_0\) is not small.

The remedy is to label electron states by lattice sites that move with the atoms. An edge state has phase \(\mathbf k_0\cdot\mathbf R\) at site \(\mathbf R\), wherever that atom has moved. In laboratory coordinates the phase is \(\mathbf k_0\cdot[\mathbf r-\mathbf u(\mathbf r)]\) to first order. The additional local wavevector is the gradient of \(-\mathbf k_0\cdot\mathbf u\), so it is absorbed by the phase of the state and is not an edge potential.

On a Δ line, strain can also move the minimum in the site-labelled wavevector by some \(\delta\mathbf k\). Expanding a term \(\hbar^2(K_i-\delta k_i)^2/2m_i\) gives \(-\hbar^2K_i\delta k_i/m_i\), which vanishes at the valley bottom and is dropped here.

The strain of the wave is

\[
\varepsilon_{ij}=\tfrac12(\partial_i u_j+\partial_j u_i)
=\tfrac{i}{2}(q_i e_j+q_j e_i)U e^{i\mathbf q\cdot\mathbf r}.
\]

Contracting with the symmetric tensor makes the two terms equal:

\[
\delta E(\mathbf r)=iU(\mathbf q\cdot\Xi\cdot\mathbf e)e^{i\mathbf q\cdot\mathbf r}.
\]

The exponential supplies the wavevector change. Dividing its amplitude by \(iqU\) and inserting (1) gives

\[
D=\hat{\mathbf q}\cdot\Xi\cdot\mathbf e
=\Xi_d\,\hat{\mathbf q}\cdot\mathbf e+\Xi_u(\mathbf a\cdot\hat{\mathbf q})(\mathbf a\cdot\mathbf e). \tag{2}
\]

### A microscopic case

The use of a local strain can be checked in a one-orbital crystal whose hopping \(t\) depends on bond length. With \(t'=dt/d|\mathbf R|\), a homogeneous strain changes a bond length by \(\sum_{ij}R_i\varepsilon_{ij}R_j/|\mathbf R|\). At an L point, \(e^{-i\mathbf k_0\cdot\mathbf R}=\cos(\mathbf k_0\cdot\mathbf R)\) is real for every lattice vector, and

\[
\Xi_{ij}=\sum_{\mathbf R}t'(\mathbf R)\frac{R_iR_j}{|\mathbf R|}\cos(\mathbf k_0\cdot\mathbf R).
\]

For a phonon, the change of bond length is \(\hat{\mathbf R}\cdot\mathbf e\,U(e^{i\mathbf q\cdot\mathbf R}-1)\), apart from the phase at the starting site. Taking the electron from \(\mathbf k_0-\mathbf q/2\) to \(\mathbf k_0+\mathbf q/2\) gives

\[
\begin{aligned}
M&=U\sum_{\mathbf R}t'(\hat{\mathbf R}\cdot\mathbf e)
(e^{i\mathbf q\cdot\mathbf R}-1)e^{-i(\mathbf k_0+\mathbf q/2)\cdot\mathbf R}\\
&=2iU\sum_{\mathbf R}t'(\hat{\mathbf R}\cdot\mathbf e)
\cos(\mathbf k_0\cdot\mathbf R)\sin(\mathbf q\cdot\mathbf R/2)\\
&\to iU\,\mathbf q\cdot\Xi\cdot\mathbf e .
\end{aligned}
\]

The last line uses \(\sin x\to x\) at small \(q\). For an fcc band with an ellipsoidal L valley, homogeneous strain gives \(\Xi_d=3.2\) eV and \(\Xi_u=-3.6\) eV. The bond sums then agree with the angular formulas below to within \(10^{-7}\) eV for all directions and polarizations tested.

## The three polarizations

In an elastically isotropic medium the longitudinal wave has \(\mathbf e=\hat{\mathbf q}\). Equation (2) gives

\[
D_{LA}=\Xi_d+\Xi_u\cos^2\theta. \tag{3}
\]

For the transverse wave polarized in the plane of \(\mathbf q\) and \(\mathbf a\), choose

\[
\mathbf e_1=\frac{\mathbf a-\hat{\mathbf q}\cos\theta}{\sin\theta}.
\]

The numerator has squared length \(1-\cos^2\theta\), so \(\mathbf e_1\) is a unit vector. It satisfies \(\hat{\mathbf q}\cdot\mathbf e_1=0\) and \(\mathbf a\cdot\mathbf e_1=\sin\theta\). Hence

\[
D_{TA}=\Xi_u\sin\theta\cos\theta=\tfrac12\Xi_u\sin2\theta. \tag{4}
\]

Reversing \(\mathbf e_1\) reverses the sign of \(D_{TA}\) but not the rate. The other transverse polarization is normal to both \(\mathbf q\) and \(\mathbf a\), so both terms in (2) vanish. At \(\theta=0\) the plane is undefined, but every transverse coupling is zero there.

The term in \(\Xi_u\) measures stretching along the valley axis, \(\mathbf a\cdot\varepsilon\cdot\mathbf a\). A shear wave along or across the axis produces no such stretch; one at 45° produces the most, giving \(|D_{TA}|=|\Xi_u|/2\). The longitudinal coupling has a node when

\[
\cos^2\theta=-\Xi_d/\Xi_u
\]

has a solution between 0 and 1. If \(\Xi_u=0\), the transverse coupling vanishes and the longitudinal coupling is the same in all directions.

For the model constants the node is at \(\cos^2\theta=0.2\), or 63.4°. There \(D_{TA}=10\sqrt{0.2\times0.8}=4.0\) eV, which is the contrast stated at the start.

## Elastic anisotropy

In a cubic crystal the polarizations are generally neither parallel nor perpendicular to \(\mathbf q\). Equation (2) remains valid, but (3) and (4) do not. With elastic constants \(C_{ijkl}\) and density \(\rho\), the polarizations and speeds satisfy

\[
\Gamma_{ik}=\sum_{jl}C_{ijkl}\hat q_j\hat q_l,\qquad
\Gamma\mathbf e_\nu=\rho v_\nu^2\mathbf e_\nu .
\]

Define \(\mathbf w=\Xi\hat{\mathbf q}=\Xi_d\hat{\mathbf q}+\Xi_u\cos\theta\,\mathbf a\), so that \(D_\nu=\mathbf w\cdot\mathbf e_\nu\). The three \(\mathbf e_\nu\) form an orthonormal basis, which gives

\[
\sum_\nu D_\nu^2=|\mathbf w|^2
=\Xi_d^2+(2\Xi_d\Xi_u+\Xi_u^2)\cos^2\theta .
\]

This sum is independent of the elastic constants. The combination needed for scattering is

\[
S(\hat{\mathbf q})=\sum_\nu\frac{D_\nu^2}{\rho v_\nu^2}
=\mathbf w\cdot\Gamma^{-1}\cdot\mathbf w, \tag{5}
\]

because \(\Gamma^{-1}\) has eigenvalues \(1/(\rho v_\nu^2)\). A code can therefore solve one \(3\times3\) linear system per direction without sorting modes.

As an example, take \(C_{11},C_{12},C_{44}=180,80,80\) GPa, \(\mathbf a=[001]\), \(\mathbf q\) along \([123]\), and the same deformation constants. The couplings, from slowest to fastest mode, have magnitudes 4.97, 1.18 and 4.06 eV. The isotropic formulas would give 4.79, 0 and 4.43 eV. Both sets of squares add to 42.6 eV², but anisotropy has redistributed them among modes of different speed.

## Thermal scattering strength

For a mode of frequency \(\omega=vq\) in volume \(V\), the quantized displacement amplitude is \(\sqrt{\hbar/(2\rho V\omega)}\). Absorption carries the factor \(N\), the thermal occupation, and emission \(N+1\). A given electron wavevector change \(\mathbf q\) can come from absorbing phonon \(\mathbf q\) or emitting phonon \(-\mathbf q\), with equal \(D^2\). In the elastic approximation their probabilities add:

\[
|M|^2=\frac{\hbar q^2D^2}{2\rho V\omega}(2N+1).
\]

With \(x=\hbar\omega/k_BT\),

\[
2N+1=\coth\frac{x}{2}=\frac{2}{x}\left(1+\frac{x^2}{12}+\cdots\right).
\]

Keeping \(2/x=2k_BT/(\hbar\omega)\) and using \(\omega=vq\) gives

\[
|M|^2=\frac{k_BT\,D^2}{\rho V v^2},\qquad
\sum_\nu|M_\nu|^2=\frac{k_BT}{V}S. \tag{6}
\]

In the isotropic case \(S=D_{LA}^2/(\rho v_L^2)+D_{TA}^2/(\rho v_T^2)\).

## Phonon directions on an ellipsoid

Let \(m_l\) and \(m_t\) be the masses along and across \(\mathbf a\), with \(r=m_l/m_t\). Write \(K_i=\sqrt{m_i}\,\kappa_i\), so that \(E=\hbar^2\kappa^2/2\) and the energy shell is a sphere in \(\boldsymbol\kappa\). Since \(d^3K=m_d^{3/2}d^3\kappa\), with \(m_d=(m_lm_t^2)^{1/3}\), the density of states per spin and valley is

\[
g(E)=\frac{m_d^{3/2}}{(2\pi)^3}4\pi\kappa^2\frac{d\kappa}{dE}
=\frac{(2m_d)^{3/2}\sqrt E}{4\pi^2\hbar^3}.
\]

Here \(d\kappa/dE=1/(\hbar^2\kappa)\) and \(\kappa=\sqrt{2E}/\hbar\) were used. Fermi's golden rule with (6), averaged over initial states on the shell, gives

\[
\left\langle\frac1\tau\right\rangle=\frac{2\pi}{\hbar}k_BT\,g(E)\langle S\rangle. \tag{7}
\]

The average runs over independent, uniformly distributed directions of the initial and final \(\boldsymbol\kappa\). This distribution is unchanged by a common rotation, so their difference points uniformly over the sphere. Let \(c\) be the absolute cosine of its angle to \(\mathbf a\); then \(c\) is uniform between 0 and 1. Returning to physical wavevectors stretches components by \(\sqrt{m_i}\), and \(\mu=|\cos\theta|\) obeys

\[
\mu^2=\frac{m_lc^2}{m_lc^2+m_t(1-c^2)}=\frac{rc^2}{1+(r-1)c^2}.
\]

For \(r>1\), set \(b^2=r-1\). Then

\[
\mu^2=\frac{r}{b^2}\left(1-\frac1{1+b^2c^2}\right).
\]

Two integrals over \(0<c<1\) are needed:

\[
A=\int_0^1\frac{dc}{1+b^2c^2}=\frac{\arctan b}{b},\qquad
B=\int_0^1\frac{dc}{(1+b^2c^2)^2}.
\]

To find \(B\), integrate

\[
\frac{d}{dc}\frac{c}{1+b^2c^2}
=\frac{2}{(1+b^2c^2)^2}-\frac1{1+b^2c^2}.
\]

The left side gives \(1/(1+b^2)=1/r\), so \(B=(A+1/r)/2\). Averaging \(\mu^2\) and its square now yields

\[
\langle\mu^2\rangle=\frac{r}{b^2}(1-A),
\]
\[
\langle\mu^4\rangle=\frac{r^2}{b^4}(1-2A+B)
=\frac{r^2}{b^4}\left(1-\frac32A+\frac1{2r}\right). \tag{8}
\]

Squaring (3) and (4) gives the averages required in \(S\):

\[
\langle D_{LA}^2\rangle=\Xi_d^2+2\Xi_d\Xi_u\langle\mu^2\rangle+\Xi_u^2\langle\mu^4\rangle,
\]
\[
\langle D_{TA}^2\rangle=\Xi_u^2(\langle\mu^2\rangle-\langle\mu^4\rangle).
\]

As \(r\to1\), \(A=1-b^2/3+b^4/5-\cdots\), and the moments approach the spherical values \(1/3\) and \(1/5\). Near this limit (8) subtracts nearly equal numbers, so direct quadrature over \(c\) is safer. As \(r\to\infty\), both moments approach 1: the transferred wavevectors align with the axis, and \(\langle D_{TA}^2\rangle\) falls as \(1/\sqrt r\). The transverse rate need not vanish, however. If \(m_t\) is held fixed, \(g(E)\) grows as \(\sqrt r\) and the transverse rate approaches a constant, while the longitudinal rate keeps growing as long as \(\Xi_d+\Xi_u\ne0\).

## Reading the numbers

The model has \(m_l=1.0\) and \(m_t=0.2\) electron masses, \(\rho=2500\) kg/m³, \(v_L=9000\) m/s and \(v_T=5000\) m/s. The temperature is 300 K and the electron energy 40 meV. With \(r=5\) and \(b=2\),

\[
\langle\mu^2\rangle=\tfrac54\left(1-\tfrac12\arctan2\right)=0.558,
\]
\[
\langle\mu^4\rangle=\tfrac{25}{16}\left(1-\tfrac34\arctan2+\tfrac1{10}\right)=0.421.
\]

The mean squared couplings are

\[
\langle D_{LA}^2\rangle=4-40(0.5580)+100(0.4213)=23.8\ \text{eV}^2,
\]
\[
\langle D_{TA}^2\rangle=100(0.5580-0.4213)=13.7\ \text{eV}^2.
\]

The transverse value is smaller, yet its contribution to the rate is larger because a slower wave has a larger thermal strain:

\[
\frac{\text{TA rate}}{\text{LA rate}}
=\frac{13.67}{23.81}\left(\frac{9000}{5000}\right)^2=1.86.
\]

Equation (7), with \(g=8.50\times10^{44}\) J⁻¹m⁻³, gives \(6.33\times10^{11}\) s⁻¹ for LA and \(1.18\times10^{12}\) s⁻¹ for TA, a total of \(1.81\times10^{12}\) s⁻¹. Random sampling of momentum space reproduces this total within its test tolerance of 2%.

Averaging over a sphere of phonon directions instead would give a rate 21% below the ellipsoidal result. It changes \(\langle D_{TA}^2\rangle\) little, to 13.3 eV², but reduces \(\langle D_{LA}^2\rangle\) to 10.7 eV², since it gives too little weight to directions near the axis, where \(D_{LA}\) reaches 8 eV.

The largest LA phonon on the elastic shell connects opposite ends of its long axis and has energy 12.1 meV. Its occupation factor exceeds the equipartition value by 1.8%. Its energy is nevertheless 30% of the electron energy, so neglecting the energy exchange is a rougher approximation than equipartition for such collisions; the resulting error in the total rate has not been evaluated. Equation (7) counts scattering out of a state. A mobility calculation also needs the change of electron velocity in each collision and, in general, a direction-dependent relaxation time.

The angular table and remaining values are in the numerical output below.

## Calculated quantities

```
Part of averaged tensor outside the uniaxial form (test tensor units):
  diamond Delta line: 0.000, group order 8
  L valley: 0.000, group order 6
  zinc-blende X point: 0.000, group order 8
  zinc-blende Delta line: 0.700, group order 4
Tight-binding L valley:
  nearest, second hopping = -0.3, 0.5 eV; decay = 2.0
  Xi_d = 3.2000 eV, Xi_u = -3.6000 eV
  mass ratio m_l/m_t = 3.250
  largest coupling error = 8.4e-08 eV
Model valley: Xi_d = -2.0 eV, Xi_u = 10.0 eV
  m_l = 1.0, m_t = 0.2 electron masses
  density = 2500 kg/m^3, v_L = 9000, v_T = 5000 m/s
  temperature = 300 K, electron energy = 40 meV
theta (deg), D_LA (eV), D_TA (eV), S (1e-10 eV^2/Pa):
   0    8.000   0.000   3.160
  15    7.330   2.500   3.653
  30    5.500   4.330   4.494
  45    3.000   5.000   4.444
  60    0.500   4.330   3.012
  75   -1.330   2.500   1.087
  90   -2.000   0.000   0.198
LA node at theta = 63.43 deg
  there D_TA = 4.000 eV
TA peak at theta = 45.00 deg
Cubic model C11, C12, C44 = 180, 80, 80 GPa, axis [001]
  q along [123], theta = 36.70 deg
  speed 4697 m/s, |D| = 4.973 eV
  speed 5437 m/s, |D| = 1.180 eV
  speed 9186 m/s, |D| = 4.055 eV
  sum of D^2 = 42.571 eV^2
  isotropic formulas: D_LA = 4.429, D_TA = 4.792 eV
Ellipsoid moments: <mu^2> = 0.5580, <mu^4> = 0.4213
  sampled: 0.5579, 0.4214
  <D_LA^2> = 23.810, <D_TA^2> = 13.672 eV^2
Sphere average: <D_LA^2> = 10.667, <D_TA^2> = 13.333 eV^2
Density-of-states mass = 0.3420 electron masses
Density of states = 8.5037e+44 1/(J m^3)
Rates: LA = 6.3338e+11, TA = 1.1784e+12 1/s
  total = 1.8118e+12 1/s, sampled = 1.8094e+12 1/s
  TA share = 65.0 percent
  total with sphere average = 1.4329e+12 1/s
  sphere/ellipsoid rate ratio = 0.7909
Thermal energy = 25.85 meV
Largest LA phonon energy = 12.14 meV
  exact/equipartition factor there = 1.0183
```
